# Choosing the Number of Random Walks for Supply-Grid Voltages

## Two nodes

A circuit draws a constant current \(I\) at node 1. A wire of conductance \(g\) joins node 1 to node 2, and a solder bump of conductance \(b\) joins node 2 to an ideal source at \(V_{DD}\). The current passes through both resistances, so node 1 lies below the source by

\[
u_1=\frac Ig+\frac Ib .
\]

A random walk gives the same number. It starts at node 1, adds \(I/g\) at each visit there, and always moves on to node 2. From node 2 it is absorbed by the source with probability \(a=b/(g+b)\), and otherwise returns. The number of visits to node 1 is geometric, with mean \(1/a\) and variance \((1-a)/a^2\). The total \(X\) therefore has mean \((I/g)(g+b)/b=u_1\) and standard deviation

\[
\sigma=\frac Ig\,\frac{\sqrt{1-a}}{a}=u_1\sqrt{1-a}.
\]

For a weak bump (\(a\to0\)) one walk is as uncertain as the drop is large. Averaging \(M\) independent walks divides the error by \(\sqrt M\).

Electronic-structure programs that estimate energies or traces by sampling offer a number of samples as a setting. Here that setting is \(M\). The \(M^{-1/2}\) law carries over to any independent samples of finite variance. The guarantee derived below is narrower, because it needs contributions that are never negative.

## The general grid

Node \(i\) has wire conductances \(g_{ij}\), a bump conductance \(b_i\ge0\), and a fixed load current \(I_i\ge0\) leaving the grid. The state is steady, and every node is connected to a bump through some path. Current conservation reads

\[
\sum_j g_{ij}(V_j-V_i)+b_i(V_{DD}-V_i)=I_i .
\]

Put \(V_i=V_{DD}-u_i\), so that \(V_j-V_i=u_i-u_j\). With \(D_i=\sum_jg_{ij}+b_i\),

\[
D_iu_i-\sum_jg_{ij}u_j=I_i,\qquad\text{or}\qquad Gu=I .
\]

Division by \(D_i\) gives

\[
u_i=c_i+\sum_jp_{ij}u_j,\qquad c_i=\frac{I_i}{D_i},\quad p_{ij}=\frac{g_{ij}}{D_i}.
\]

The walk moves from \(i\) to \(j\) with probability \(p_{ij}\), is absorbed with probability \(b_i/D_i\), and adds \(c_i\) at each visit, including the first. Inserting the equation into itself \(T-1\) times gives

\[
u=\sum_{t=0}^{T-1}P^tc+P^Tu .
\]

In a finite grid there is a smallest probability \(\eta>0\) of absorption within \(n\) moves from any node. Survival through \(kn\) moves has probability at most \((1-\eta)^k\), so \(P^T\to0\). The remaining sum is the mean total of the walk, hence \(E X_i=u_i\). The same series gives \(G^{-1}=\sum_tP^tD^{-1}\), whose entries are all nonnegative: more load nowhere reduces a drop.

## How far one walk scatters

Write \(X_i=c_i+X'\), where \(X'\) is what follows the first visit. Its mean is \(u_i-c_i\), and its second moment is \(\sum_jp_{ij}s_j\), where \(s_j=E X_j^2\). Therefore

\[
s_i=c_i^2+2c_i(u_i-c_i)+\sum_jp_{ij}s_j
=c_i(2u_i-c_i)+\sum_jp_{ij}s_j .
\]

Multiplying by \(D_i\) gives \((Gs)_i=I_i(2u_i-c_i)\), from which the variance \(s_i-u_i^2\) follows without sampling.

Let \(U\) be any upper bound on all drops. The source term \(c_i(2u_i-c_i)\) is at most \(2Uc_i\), and the source \(c_i\) alone produces \(u_i\). Since the series has nonnegative terms, \(s_i\le2Uu_i\), and

\[
\operatorname{Var}X_i\le2Uu_i-u_i^2=U^2-(U-u_i)^2\le U^2 .
\]

## A guaranteed error

With the variance alone, Chebyshev's inequality asks for a number of walks inversely proportional to the allowed failure probability. Higher moments reduce this dependence to a logarithm. Let \(x_t\) be the node at time \(t\), with \(c=0\) after absorption. In the \(k\)-th power of \(X=\sum_tc(x_t)\), at most \(k!\) lists of times have the same sorted list, so

\[
X^k\le k!\sum_{t_1\le\cdots\le t_k}c(x_{t_1})\cdots c(x_{t_k}).
\]

Average over the last time first. Given the walk up to \(t_{k-1}\), the expected sum over \(t_k\ge t_{k-1}\) is \(u(x_{t_{k-1}})\le U\). Doing this \(k-1\) times leaves one sum, equal to \(u\) for the chosen starting node. Thus \(E X^k\le k!\,U^{k-1}u\).

For \(0<\lambda<1/U\), the exponential series gives

\[
E e^{\lambda X}\le1+\lambda u+\sum_{k\ge2}\lambda^kU^{k-1}u
=1+\lambda u+\frac{\lambda^2Uu}{1-\lambda U}.
\]

Because \(\ln(1+y)\le y\),

\[
\ln E e^{\lambda(X-u)}\le\frac{\lambda^2Uu}{1-\lambda U}.
\]

For the mean \(\bar X\) of \(M\) walks, Markov's inequality applied to \(e^{\lambda M(\bar X-u)}\) yields

\[
P(\bar X-u\ge\varepsilon)\le
\exp\left[-M\left(\lambda\varepsilon-\frac{\lambda^2Uu}{1-\lambda U}\right)\right].
\]

Choose \(\lambda=\varepsilon/[U(2u+\varepsilon)]\). Then \(1-\lambda U=2u/(2u+\varepsilon)\), the second term in the round brackets is \(\varepsilon^2/[2U(2u+\varepsilon)]\), and the first is twice as large. Their difference is \(\varepsilon^2/[2U(2u+\varepsilon)]\).

For estimates that are too low, \(e^{-y}\le1-y+y^2/2\) for \(y\ge0\), together with \(s\le2Uu\), gives \(\ln E e^{-\lambda(X-u)}\le\lambda^2Uu\). The choice \(\lambda=\varepsilon/(2Uu)\) gives the exponent \(-M\varepsilon^2/(4Uu)\), which is at least as strong. Adding both sides,

\[
P(|\bar X-u|\ge\varepsilon)\le
2\exp\left[-\frac{M\varepsilon^2}{2U(2u+\varepsilon)}\right].
\]

Since \(u\) is unknown, replace it by a bound \(w\ge u\) at the queried node. A failure probability of at most \(\delta\) is guaranteed by

\[
M\ge\frac{2U(2w+\varepsilon)}{\varepsilon^2}\ln\frac2\delta .
\]

With loads of both signs the mean and the equation for \(s\) survive, but these bounds need not hold.

## Obtaining the bound before sampling

Any vector \(w\) with \((Gw)_i\ge I_i\) at every node will do, because \(w-u=G^{-1}(Gw-I)\ge0\). A regular grid supplies one cheaply. Suppose that all wires are equal, identical bumps sit at the centres of identical square cells, and no load exceeds \(I_{\max}\). Cut out one cell, load all its nodes with \(I_{\max}\), and solve it. Its solution is mirror symmetric, so nodes facing each other across the border of two copies have equal drops. The wires restored between them carry no current, and the tiled solution solves the whole uniformly loaded grid.

The mean number of moves \(\ell\), including the absorbing one, obeys \(\ell_i=1+\sum_jp_{ij}\ell_j\), or \(G\ell=D\). The cell argument therefore bounds \(\ell\) independently of chip size. For a walk starting at a bump, add the equations of a cell with \(A\) nodes, each counted with four wires. In a finite chip, whose edge nodes have fewer wires, the result is an upper bound, nearly reached far from the edge. Wire currents cancel in pairs, leaving

\[
b\,\ell_{\rm bump}=4gA+b,\qquad \ell_{\rm bump}=1+\frac{4gA}{b}.
\]

Better bumps shorten the walks. As \(b\to\infty\) this length tends to one, while walks from other nodes must still find a bump.

## What the direct methods cost

In Cholesky factorization, a column with \(m\) entries below the diagonal needs one square root, \(m\) divisions, and a multiplication and a subtraction for each of \(m(m+1)/2\) updates: \((m+1)^2\) operations. Nested dissection eliminates the two halves of a region before the line separating them. A region of side \(r\) has a separator of order \(r\) columns, each with order \(r\) entries, and so costs order \(r^3\). A grid of side \(L\) has \(4^k\) regions of side \(L/2^k\), costing order \(L^3/2^k\) together. The sum over \(k\) is of order \(L^3=n^{3/2}\) for \(n\) nodes. One factorization and one solve give every voltage.

For \(q\) queries and \(\kappa\) operations per move, walks cost \(q\kappa M\ell\). They break even at

\[
q^*=\frac{C_{\rm factor}+C_{\rm solve}}{\kappa M\ell}.
\]

A few queries can also be answered by factorizing a window around each node. Setting the drops outside the window to zero gives a lower value at its centre, and setting them to \(w\) gives an upper one, again because the inverse is nonnegative. The midpoint is wrong by at most half the gap. The loads cancel in the gap, so the required size depends on position and on \(w\), not on the actual load.

The gap shrinks exponentially with window size. It obeys the walk equation without loads, so it is the mean of \(w\) at the node where the walk first leaves the window, counted as zero if the walk is absorbed before. It is therefore at most \(U\) times the probability of leaving. A walk reaching distance \(r\) has made at least \(r\) moves, which by Markov's inequality has probability at most \(\ell_{\max}/r\). Each further distance \(2\ell_{\max}\) is thus covered with probability at most one half. This proves the form of the decay, not its rate: in the example below \(2\ell_{\max}\approx600\) nodes exceeds the chip, while the computed gap halves about every 6 nodes of half-width. The window side needed for small \(\varepsilon\) grows at most as \(\ln(U/\varepsilon)\) and its cost at most as the cube of that, whereas \(M\) grows as \(\varepsilon^{-2}\). At fixed grid and failure probability, a sufficiently strict target favours the window.

## A copper grid at 0.75 V

The example has \(198\times198=39204\) nodes at 12 µm pitch, with one bump per \(11\times11\) nodes. A wire segment has resistance 0.1467 Ω and a bump 20 mΩ. Loads are densest around a hot region, above a uniform background. Each is then reduced at random by up to 40%, and none exceeds 0.384 mA. The target is \(\varepsilon=0.25\) mV with \(\delta=0.01\) per node.

At a hot node about midway between bumps, the cell gives \(U=w=4.239\) mV. Hence

\[
M\approx\frac{2(4.239)(8.478+0.25)}{0.25^2}\ln200\approx6270 ;
\]

unrounded input gives 6272. The walks give a drop of 3.014 mV with a standard error of 0.033 mV. The direct drop is 3.090 mV, so \(V=746.910\) mV. The deviation of 0.076 mV is well inside the target, though it is 2.3 standard errors, a somewhat unlikely draw.

The guarantee is conservative. With the true standard deviation of 2.640 mV, a normal distribution of the mean would require \((2.576\times2.640/0.25)^2\approx740\) walks. At a quiet node the contrast is 6272 against 67. Part of it arises because \(w\) assumes full load there while the actual drop is 0.858 mV: with that drop in place of \(w\), the formula would still ask for about 1410 walks. The rest comes from the chip-wide \(U\) and from the looseness of the tail bound. The normal estimate is not a guarantee, and in use the variance must itself be estimated from a pilot run.

The bump node behaves differently. Its drop is 0.677 mV, but its standard deviation is 1.752 mV. Absorption on the first move has probability \(b/(4g+b)\approx0.65\), so most walks end at once and a minority supply most of the total. A short pilot run may contain too few of the long walks and then underestimate \(\sigma\). The mean length is \(1+4(121)(0.020)/0.1467\approx67\) moves, as computed for the full grid. From the hot node it is 302, and halving the chip's side changes it by only about 0.1 move.

Charging ten operations per move, a chosen value, the costs in millions of operations are:

| Node | Walks, guaranteed | Window |
|---|---:|---:|
| Hot | 18.94 | 2.79 |
| Bump | 1.02 | 0.24 |
| Chip corner | 17.81 | 0.33 |
| Quiet | 18.93 | 2.79 |

The window cost is for the final size, without the search for it. At the hot node this window brackets the drop between 2.834 and 3.312 mV. With guarantees on both sides, the final window is cheaper at all four nodes. The search matters, however: trying every size in turn costs about as much as the walks at the hot and quiet nodes. Enlarging the half-width by a modest factor each time, such as 1.4, avoids most of that cost and keeps the window cheaper. With the normal estimate, the hot query needs \(10\times740\times302\approx2.2\) million operations, against 2.79 million for the window, and the quiet query about 0.2 million. The lead at the hot node is too small to be general: it depends on the elimination ordering and on the ten operations charged per move. With a minimum-degree ordering the same window costs about 1.8 million operations and the lead is reversed. The comparison is also uneven, because without the guarantee a smaller window may suffice.

The full factorization takes 133.01 million operations and one solve 5.06 million. For hot-type queries,

\[
q^*=\frac{133.01+5.06}{18.94}\approx7.3 .
\]

Guaranteed walks thus need fewer operations for up to seven such nodes, if each has its own 1% risk. If 1% is to cover all \(q\) nodes together, \(\delta\) becomes \(\delta/q\), and the limit falls to five. Both limits belong to the nested-dissection ordering counted here; an ordering that needs fewer operations lowers them. A minimum-degree ordering needs about 94 million operations for factorization and solve, which lowers the limits to four and three, and the normal-estimate crossover given next to about 42. The normal estimate moves the crossover to about 62, and windows of the hot type break even at about 49. Extrapolating the factor cost as \(n^{3/2}\) to one million nodes gives a crossover of about 900 guaranteed queries. Between the two grids counted, the exponent was 1.57, so this projection is somewhat low; counting the same ordering on a \(1000\times1000\) grid gives about 1000.

Operation counts are not times. The four walk queries took 1.035 s and the full direct solution 0.288 s, although the walks needed fewer counted operations. The walks ran in array Python and the factorization in compiled code with another ordering, so the times do not settle the comparison for two compiled codes.

## Setting the sample number

1. Choose \(\varepsilon\) from the accuracy of the grid model. Halving it roughly quadruples \(M\) when \(\varepsilon\ll2w\).
2. If a guarantee is required, find \(w\) and \(U\) and use the formula for \(M\). Compare its cost with a window first.
3. If a statistical error bar suffices, estimate \(\sigma\) from a pilot run and take \(M\approx(z\sigma/\varepsilon)^2\), with \(z=2.576\) for a nominal 99%. A short pilot raises the real failure rate: with 10 to 20 pilot walks it is 3–6% at the hot and quiet nodes and roughly 10–25% at the bump node. A few hundred pilot walks bring all three to about 1–1.5%.
4. If many nodes are wanted, factorize the whole grid when memory permits. A stored factor also serves new loads: here one solve costs less than one guaranteed hot query. Stored visit counts can likewise be reweighted, but only for the nodes already sampled.

## Real supply grids

The resistivity, bump resistance and peak power density of 2 W/mm² are rough typical values for a logic chip. A supply bump every 132 µm is dense, since ground needs bumps too, and the largest drop, 3.1 mV or 0.4% of the supply, is correspondingly small. Copper 80 K hotter adds 0.77 mV to it if the whole wire resistivity rises by 0.39% per kelvin and the bumps are unchanged, less if the part caused by impurities and grain boundaries stays constant, and about 0.97 mV if the bump resistance rises in the same proportion. An omitted via stack of roughly 2 Ω between the grid and each load adds up to 0.77 mV, and a similar ground net up to about 3.1 mV of further rail loss. Vias at the bumps or between crossing strap layers can carry the current of many nodes, and their resistance can then add more. The steady-state assumption is also broken: a sudden 30% load step, with 0.1 nH per bump, 10 nF/mm² on the chip and no damping, gives a droop of about 3 mV at the chip-average bump current, and more in the hot region, where the bumps carry more. This counts only the bumps, about 0.3 pH in parallel. The droop grows as the square root of the inductance, so a package loop of 10 pH shared by all bumps would give about 17 mV, well above the static drop. Surface scattering (0.06 mV) and loads proportional to voltage (0.01 mV) matter less. A sampling error of 0.25 mV is therefore already finer than this model's physical accuracy, and a stricter \(\varepsilon\) would buy numerical agreement with the model alone. The numerical output lists the remaining values.

## Table of computed values

```
Supply 0.75 V; node pitch 12 um; nodes 198 x 198 = 39204
Strap width 2.0 um, thickness 0.9 um
Resistivity (rough) 2.2 uOhm cm; segment 0.1467 Ohm
Bump resistance (rough) 20 mOhm; bump cell 11 x 11 nodes
Peak power density (rough) 2.0 W/mm2
Largest allowed node load 0.384 mA; total load 4.279 A
Largest drop 3.097 mV; one-cell bound U 4.239 mV
Target error 0.25 mV; failure probability per node 0.01
hot: row 121, column 77; direct voltage 746.910 mV
  drop direct 3.090, walks 3.014, std error 0.033 mV
  walk std 2.640 mV; cell bound w 4.239 mV
  walks guaranteed 6272, normal estimate 740; mean moves 302.0
  window half-width 27 nodes, size 3025; bracket 2.834-3.312 mV
  million operations: walks 18.94, window 2.792
bump: row 115, column 82; direct voltage 749.323 mV
  drop direct 0.677, walks 0.669, std error 0.043 mV
  walk std 1.752 mV; cell bound w 0.929 mV
  walks guaranteed 1516, normal estimate 326; mean moves 67.0
  window half-width 12 nodes, size 625; bracket 0.348-0.837 mV
  million operations: walks 1.02, window 0.235
corner: row 0, column 0; direct voltage 749.168 mV
  drop direct 0.832, walks 0.832, std error 0.010 mV
  walk std 0.777 mV; cell bound w 4.239 mV
  walks guaranteed 6272, normal estimate 65; mean moves 284.0
  window half-width 27 nodes, size 784; bracket 0.742-1.191 mV
  million operations: walks 17.81, window 0.334
quiet: row 33, column 154; direct voltage 749.142 mV
  drop direct 0.858, walks 0.854, std error 0.010 mV
  walk std 0.791 mV; cell bound w 4.239 mV
  walks guaranteed 6272, normal estimate 67; mean moves 301.8
  window half-width 27 nodes, size 3025; bracket 0.761-1.239 mV
  million operations: walks 18.93, window 2.792
Hot-type node mean moves: 99-wide grid 301.91, 198-wide 302.03
Chip-independent bound on mean moves 302.0
Operations charged per move (chosen) 10
Full factor 133.01 million operations; one solve 5.06 million
Factor entries 1283983; 99-wide factor 15.12 million operations
Growth exponent of factor cost with node number 1.568
Crossover hot-type queries: guaranteed 7.29, normal 61.77
Crossover local windows against full factor 49.4 queries
Extrapolated factor at 1e6 nodes 17.14 billion operations
Extrapolated crossover: guaranteed 905, normal 7667
Wall time: full direct 0.288 s; four walk queries 1.035 s
Array-Python time per move 184.7 ns
Small exact test, 40 walks, 40% error: probability 0.0067, bound 0.5517
Copper 80 K hotter: largest drop changes +0.773 mV
Diffuse surface scattering: 2.36 %; drop changes +0.058 mV
Load proportional to voltage: largest drop changes -0.0110 mV
Via stack of 2 Ohm (rough): at most 0.768 mV extra
Equal ground net: at most 3.097 mV extra rail loss
Package droop, 30% step, 0.1 nH/bump, 10 nF/mm2 (rough): 3.00 mV
Largest strap current density 0.470 MA/cm2
```
